# Double-barrier resonance: Breit-Wigner transmission from reflections and from decay: verification in Python

```python
"""
Resonant tunnelling through two barriers, from the sum of internal reflections.

Result under test (E_n = resonance energy, theta = round-trip phase in the well):
  t = t_L t_R exp(ikw) / (1 - r_L r_R exp(2ikw))                     exact
  T = G_L G_R / ((E-E_n)^2 + (G_L+G_R)^2/4),  G_j = T_j/(dtheta/dE)  opaque barriers
  peak = 4 G_L G_R/(G_L+G_R)^2; exactly unity only if T_L = T_R at resonance.
T_j, r_j: transmission probability and inside reflection amplitude of barrier j;
w: well width; k: wave number in the well; G_j: partial widths.
The reference is a direct solution of the whole five-region Schroedinger problem
by matching the wave and its slope at every interface.
Internal units: eV and nm. A device is the tuple
(left thickness, well width, right thickness, right barrier height, right lead level).
The left lead and the well floor are at zero energy.
"""
import numpy as np
from scipy.constants import hbar, m_e, e
from scipy.optimize import brentq, minimize_scalar

MASS_RATIO = 0.07
LEFT_HEIGHT = 0.3
KINETIC = hbar**2 / (2 * MASS_RATIO * m_e) / e * 1e18   # hbar^2/2m in eV nm^2
HBAR_EV = hbar / e                                      # eV s


def wave_number(energy, level):
    return np.sqrt(complex(energy - level) / KINETIC)


# ---------- reference: the whole structure at once ----------
def matching_system(energy, device):
    d_left, well, d_right, right_height, right_lead = device
    q = [wave_number(energy, v)
         for v in (0.0, LEFT_HEIGHT, 0.0, right_height, right_lead)]
    faces = np.cumsum([0.0, d_left, well, d_right])
    # each wave: (column of its unknown, direction, point where its phase is zero)
    waves = [[(0, -1, faces[0])]]
    for n in (1, 2, 3):
        waves.append([(2*n - 1, 1, faces[n - 1]), (2*n, -1, faces[n])])
    waves.append([(7, 1, faces[3])])
    matrix = np.zeros((8, 8), complex)
    for j, x in enumerate(faces):
        for region, side in ((j, 1), (j + 1, -1)):
            for column, direction, origin in waves[region]:
                value = np.exp(1j * direction * q[region] * (x - origin))
                matrix[2*j, column] += side * value
                matrix[2*j + 1, column] += side * 1j * direction * q[region] * value
    source = np.zeros(8, complex)
    source[0], source[1] = -1.0, -1j * q[0]
    return matrix, source, q


def solve_whole(energy, device):
    matrix, source, q = matching_system(energy, device)
    c = np.linalg.solve(matrix, source)
    return c[7] * np.sqrt(q[4] / q[0]), c[0]


def whole_T(energy, device):
    return abs(solve_whole(energy, device)[0])**2


# ---------- derived formulas: single barriers and their combination ----------
def barrier(energy, level_in, level_out, height, thickness):
    k1, k2 = wave_number(energy, level_in), wave_number(energy, level_out)
    kappa = np.sqrt((height - energy) / KINETIC)
    ch, sh = np.cosh(kappa * thickness), np.sinh(kappa * thickness)
    denominator = (k1 + k2) * ch + 1j * (kappa - k1 * k2 / kappa) * sh
    t = 2 * np.sqrt(k1 * k2) / denominator
    r = ((k1 - k2) * ch - 1j * (kappa + k1 * k2 / kappa) * sh) / denominator
    return t, r


def pieces(energy, device):
    d_left, well, d_right, right_height, right_lead = device
    t_l, r_l = barrier(energy, 0.0, 0.0, LEFT_HEIGHT, d_left)
    t_r, r_r = barrier(energy, 0.0, right_lead, right_height, d_right)
    crossing = np.exp(1j * wave_number(energy, 0.0) * well)
    return t_l, r_l, t_r, r_r, crossing


def loop_phase(energy, device):
    _, r_l, _, r_r, crossing = pieces(energy, device)
    return np.angle(r_l * r_r * crossing**2)


def path_sum(energy, device, round_trips):
    t_l, r_l, t_r, r_r, crossing = pieces(energy, device)
    factor = r_l * r_r * crossing**2
    return t_l * t_r * crossing * np.sum(factor ** np.arange(round_trips + 1))


def resonance(device):
    e_n = brentq(loop_phase, 0.05, 0.12, args=(device,), xtol=1e-15)
    h = 1e-5
    slope = (loop_phase(e_n + h, device) - loop_phase(e_n - h, device)) / (2 * h)
    t_l, _, t_r, _, _ = pieces(e_n, device)
    return e_n, slope, abs(t_l)**2, abs(t_r)**2


def breit_wigner(energy, e_n, g_l, g_r):
    return g_l * g_r / ((energy - e_n)**2 + (g_l + g_r)**2 / 4)


def opaque_slope(energy, device):
    k = wave_number(energy, 0.0).real
    kappa_l = np.sqrt((LEFT_HEIGHT - energy) / KINETIC)
    kappa_r = np.sqrt((device[3] - energy) / KINETIC)
    return (device[1] + 1 / kappa_l + 1 / kappa_r) / (KINETIC * k)


main = (4.0, 5.0, 5.0, 0.3, 0.0)
thick = (6.0, 5.0, 7.0, 0.3, 0.0)
equal = (4.0, 5.0, 4.0, 0.3, 0.0)
lowered = (4.0, 5.0, 4.0, 0.22, -0.10)

# Path sum, closed form, and exact T and 1-T against the full solution
for device in (main, equal, lowered):
    for energy in (0.03, 0.07, 0.085, 0.1, 0.15, resonance(device)[0]):
        t_ref, r_ref = solve_whole(energy, device)
        t_l, r_l, t_r, r_r, crossing = pieces(energy, device)
        closed = t_l * t_r * crossing / (1 - r_l * r_r * crossing**2)
        assert abs(path_sum(energy, device, 6000) - t_ref) < 1e-8
        assert abs(closed - t_ref) < 1e-8
        a, b = np.sqrt(1 - abs(t_l)**2), np.sqrt(1 - abs(t_r)**2)
        s = 4 * a * b * np.sin(loop_phase(energy, device) / 2)**2
        bottom = (1 - a * b)**2 + s
        assert abs(abs(t_l * t_r)**2 / bottom - abs(t_ref)**2) < 1e-8
        assert abs(((a - b)**2 + s) / bottom - abs(r_ref)**2) < 1e-8

# Peak, position and width measured on the full solution
E_n, slope, T_L, T_R = resonance(main)
G_L, G_R = T_L / slope, T_R / slope
G = G_L + G_R
peak_bw = 4 * G_L * G_R / G**2
search = minimize_scalar(lambda x: -whole_T(E_n + x * G, main),
                         bounds=(-1, 1), method="bounded",
                         options={"xatol": 1e-9})
E_peak, peak_num = E_n + search.x * G, -search.fun
half = lambda x: whole_T(x, main) - peak_num / 2
fwhm = brentq(half, E_peak, E_peak + 2*G) - brentq(half, E_peak - 2*G, E_peak)
assert abs(E_peak - E_n) < 0.02 * G
assert abs(peak_num / peak_bw - 1) < 0.02
assert abs(fwhm / G - 1) < 0.02

# Leading error of the peak formula, and shrinking line-shape error
line_error, deficits = [], []
for device in (main, thick):
    e0, sl, x, y = resonance(device)
    measured = 1 - whole_T(e0, device) * (x + y)**2 / (4 * x * y)
    predicted = (x - y)**2 / (2 * (x + y))
    assert abs(measured / predicted - 1) < 0.05
    deficits.append((measured, predicted))
    grid = e0 + np.linspace(-3, 3, 121) * (x + y) / sl
    line_error.append(max(abs(whole_T(u, device) - breit_wigner(u, e0, x/sl, y/sl))
                          for u in grid))
assert line_error[0] < 0.02 and line_error[1] < line_error[0] / 5

# Round-trip time including barrier penetration, in the opaque limit
for device in ((8.0, 5.0, 9.0, 0.3, 0.0), (8.0, 5.0, 9.0, 0.22, -0.10)):
    e0, sl, _, _ = resonance(device)
    assert abs(sl / opaque_slope(e0, device) - 1) < 1e-3
assert abs(slope / opaque_slope(E_n, main) - 1) < 0.03

# Decaying state: complex zero of the matching determinant and its outgoing fluxes
determinant = lambda z: np.linalg.det(matching_system(z, main)[0])
pole, h = E_n - 0.5j * G, 1e-7
for _ in range(10):
    pole -= determinant(pole) * 2*h / (determinant(pole + h) - determinant(pole - h))
matrix, _, q = matching_system(pole, main)
state = np.linalg.svd(matrix)[2][-1].conj()
flux_ratio = (abs(state[0])**2 * q[0].real) / (abs(state[7])**2 * q[4].real)
assert abs(pole.real - E_n) < 0.02 * G
assert abs(-2 * pole.imag / G - 1) < 0.02
assert abs(flux_ratio / (G_L / G_R) - 1) < 0.03

# Phase average, made by varying the well width through half a wavelength
half_wave = np.pi / wave_number(E_n, 0.0).real
widths = 5.0 + half_wave * np.arange(2000) / 2000
average = np.mean([whole_T(E_n, (4.0, w, 5.0, 0.3, 0.0)) for w in widths])
incoherent = T_L * T_R / (1 - (1 - T_L) * (1 - T_R))
assert abs(average / incoherent - 1) < 1e-6

# Matching: equal barriers, a lowered right side, and a compensating thickness
def mismatch(d_right):
    _, _, x, y = resonance((4.0, 5.0, d_right, 0.22, -0.10))
    return x - y

d_match = brentq(mismatch, 4.0, 7.0, xtol=1e-13)
rematched = (4.0, 5.0, d_match, 0.22, -0.10)
cases = []
for name, device in (("equal barriers", equal), ("lowered right side", lowered),
                     ("rematched", rematched)):
    e0, sl, x, y = resonance(device)
    cases.append((name, e0, x, y, whole_T(e0, device), 4*x*y/(x + y)**2))
assert abs(cases[0][4] - 1) < 1e-8 and abs(cases[2][4] - 1) < 1e-8
assert cases[1][4] < 0.95 and abs(cases[1][4] / cases[1][5] - 1) < 0.03

kappa = np.sqrt((LEFT_HEIGHT - E_n) / KINETIC)
k_n = wave_number(E_n, 0.0).real
print(f"effective mass = {MASS_RATIO} electron masses")
print(f"left barrier height = {LEFT_HEIGHT*1e3:.0f} meV")
print(f"main device: left, well, right = {main[0]}, {main[1]}, {main[2]} nm")
print(f"hbar^2/2m = {KINETIC*1e3:.3f} meV nm^2")
print(f"resonance energy E_n = {E_n*1e3:.4f} meV")
print(f"well wave number k = {k_n:.5f} 1/nm")
print(f"barrier decay constant kappa = {kappa:.5f} 1/nm")
print(f"T_L = {T_L:.6f}, T_R = {T_R:.6f} (no unit)")
print(f"phase slope dtheta/dE = {slope/1e3:.6f} 1/meV")
print(f"opaque-limit phase slope = {opaque_slope(E_n, main)/1e3:.6f} 1/meV")
print(f"phase slope without penetration = {main[1]/(KINETIC*k_n)/1e3:.6f} 1/meV")
print(f"effective width w + 2/kappa = {main[1] + 2/kappa:.4f} nm")
print(f"round-trip time = {HBAR_EV*slope*1e15:.3f} fs")
print(f"Gamma_L = {G_L*1e3:.5f} meV, Gamma_R = {G_R*1e3:.5f} meV")
print(f"Gamma = {G*1e3:.5f} meV; measured full width = {fwhm*1e3:.5f} meV")
print(f"lifetime hbar/Gamma = {HBAR_EV/G*1e12:.4f} ps")
print(f"peak, Breit-Wigner = {peak_bw:.6f} (no unit)")
print(f"peak, full solution = {peak_num:.6f} (no unit)")
print(f"peak position minus E_n = {(E_peak-E_n)*1e3:.6f} meV")
print(f"pole: real part {pole.real*1e3:.4f} meV, "
      f"-2 x imaginary part {-2*pole.imag*1e3:.5f} meV")
print(f"outgoing flux left/right = {flux_ratio:.4f}; Gamma_L/Gamma_R = {G_L/G_R:.4f}")
for label, pair, err in zip(("main", "thick 6/5/7 nm"), deficits, line_error):
    print(f"{label}: relative peak deficit {pair[0]:.3e}, predicted {pair[1]:.3e}")
    print(f"{label}: largest line-shape error within 3 Gamma = {err:.3e} (no unit)")
for x in (-3, -1, -0.5, 0, 0.5, 1, 3):
    print(f"T at E_n {x:+.1f} Gamma: full {whole_T(E_n + x*G, main):.5f}, "
          f"Breit-Wigner {breit_wigner(E_n + x*G, E_n, G_L, G_R):.5f}")
for n in (0, 1, 10, 50, 100, 200, 400):
    print(f"|path sum|^2 at E_n, up to {n} round trips = "
          f"{abs(path_sum(E_n, main, n))**2:.6f}")
print(f"phase-averaged T = {average:.6f}; probability sum = {incoherent:.6f}")
print(f"lowered right side: barrier {lowered[3]*1e3:.0f} meV, "
      f"lead {lowered[4]*1e3:.0f} meV")
print(f"right thickness that restores matching = {d_match:.4f} nm")
for name, e0, x, y, exact, approximate in cases:
    print(f"{name}: E_n = {e0*1e3:.4f} meV, T_L = {x:.6f}, T_R = {y:.6f}")
    print(f"{name}: T(E_n) full {exact:.6f}, Breit-Wigner peak {approximate:.6f}")
print("finished without a failed check")
```

Printed output:

```
effective mass = 0.07 electron masses
left barrier height = 300 meV
main device: left, well, right = 4.0, 5.0, 5.0 nm
hbar^2/2m = 544.283 meV nm^2
resonance energy E_n = 87.1033 meV
well wave number k = 0.40004 1/nm
barrier decay constant kappa = 0.62542 1/nm
T_L = 0.021946, T_R = 0.006322 (no unit)
phase slope dtheta/dE = 0.037649 1/meV
opaque-limit phase slope = 0.037650 1/meV
phase slope without penetration = 0.022964 1/meV
effective width w + 2/kappa = 8.1978 nm
round-trip time = 24.781 fs
Gamma_L = 0.58292 meV, Gamma_R = 0.16791 meV
Gamma = 0.75083 meV; measured full width = 0.75795 meV
lifetime hbar/Gamma = 0.8766 ps
peak, Breit-Wigner = 0.694485 (no unit)
peak, full solution = 0.691453 (no unit)
peak position minus E_n = 0.000119 meV
pole: real part 87.1002 meV, -2 x imaginary part 0.75779 meV
outgoing flux left/right = 3.4993; Gamma_L/Gamma_R = 3.4716
main: relative peak deficit 4.366e-03, predicted 4.318e-03
main: largest line-shape error within 3 Gamma = 5.648e-03 (no unit)
thick 6/5/7 nm: relative peak deficit 3.604e-04, predicted 3.600e-04
thick 6/5/7 nm: largest line-shape error within 3 Gamma = 5.437e-04 (no unit)
T at E_n -3.0 Gamma: full 0.01724, Breit-Wigner 0.01877
T at E_n -1.0 Gamma: full 0.13660, Breit-Wigner 0.13890
T at E_n -0.5 Gamma: full 0.34593, Breit-Wigner 0.34724
T at E_n +0.0 Gamma: full 0.69145, Breit-Wigner 0.69449
T at E_n +0.5 Gamma: full 0.35197, Breit-Wigner 0.34724
T at E_n +1.0 Gamma: full 0.14420, Breit-Wigner 0.13890
T at E_n +3.0 Gamma: full 0.02099, Breit-Wigner 0.01877
|path sum|^2 at E_n, up to 0 round trips = 0.000139
|path sum|^2 at E_n, up to 1 round trips = 0.000547
|path sum|^2 at E_n, up to 10 round trips = 0.014585
|path sum|^2 at E_n, up to 50 round trips = 0.184763
|path sum|^2 at E_n, up to 100 round trips = 0.402842
|path sum|^2 at E_n, up to 200 round trips = 0.615083
|path sum|^2 at E_n, up to 400 round trips = 0.686929
phase-averaged T = 0.004932; probability sum = 0.004932
lowered right side: barrier 220 meV, lead -100 meV
right thickness that restores matching = 5.2097 nm
equal barriers: E_n = 87.0069 meV, T_L = 0.021908, T_R = 0.021908
equal barriers: T(E_n) full 1.000000, Breit-Wigner peak 1.000000
lowered right side: E_n = 81.6974 meV, T_L = 0.019842, T_R = 0.065560
lowered right side: T(E_n) full 0.704389, Breit-Wigner peak 0.713423
rematched: E_n = 81.6132 meV, T_L = 0.019810, T_R = 0.019810
rematched: T(E_n) full 1.000000, Breit-Wigner peak 1.000000
finished without a failed check
```
